\section*{Shift-and-splice asymptotic correction with Casida–Salahub and gradient-regulated switching}

\section{The result}

Let $v_{\rm GGA}$ be the exchange-correlation potential of a generalized-gradient functional, $\varepsilon_{\rm H}$ its highest occupied eigenvalue, and $I$ the ionization energy. Hartree atomic units are used, and potentials vanish at infinity unless they have been shifted. The correction lowers the potential in the bulk by
\begin{equation}
\Delta=I+\varepsilon_{\rm H}
\end{equation}
and joins it to the LB94 potential, which tends to $-1/r$. The two switches are
\begin{align}
v_{\rm CS}&=\max\left(v_{\rm GGA}-\Delta,\;v_{\rm LB94}\right),\\
v_{\rm GRAC}&=(1-f)(v_{\rm GGA}-\Delta)+f\,v_{\rm LB94},\qquad
f=\frac{1}{1+e^{-a(x-b)}},
\end{align}
with $x=|\nabla n|/n^{4/3}$ for the total density $n$, $a=0.5$ and $b=40$. The first is the Casida–Salahub rule, the second the gradient-regulated connection.

The shift alone would put the highest level at $-I$. The splice moves it again, so the corrected level is only near $-I$. For a palladium atom the remaining error is $0.0130$ Ha with the first switch and $0.0045$ Ha with the second, against $0.1829$ Ha without correction.

\section{What the exact potential does}

Far from a neutral atom, the amplitude for finding one electron there and the ion in its ground state obeys the equation of an electron in the field of a unit charge:
\begin{equation}
\left(-\tfrac12\nabla^2-\frac1r+I\right)\phi=0 .
\end{equation}
Its square gives the outer density. In the Kohn–Sham description the same density comes from the highest orbital, which obeys $(-\frac12\nabla^2+v_s-\varepsilon_{\rm H})\phi_{\rm H}=0$. Equal decay, including the power of $r$, requires $v_s-\varepsilon_{\rm H}=I-1/r$ up to terms of order $1/r^2$. Since $v_s\to0$, the constants give $\varepsilon_{\rm H}=-I$. The nuclear and Hartree potentials of a neutral atom cancel at large $r$, so $v_{\rm xc}\to-1/r$. The argument assumes that the highest orbital dominates in the direction considered; it fails on a nodal plane of that orbital.

A GGA potential behaves differently. For a closed-shell spherical density, write $E_{\rm xc}=\int4\pi r^2e(n,n')\,dr$ and $g=\partial e/\partial n'$. Then
\begin{align}
\delta E_{\rm xc}&=\int4\pi r^2\left(\frac{\partial e}{\partial n}\delta n+g\,\delta n'\right)dr
=\int4\pi\left(r^2\frac{\partial e}{\partial n}-(r^2g)'\right)\delta n\,dr,\\
v_{\rm GGA}&=\frac{\partial e}{\partial n}-g'-\frac{2g}{r}.
\end{align}
The boundary terms vanish because $r^2g$ is zero at both ends.

For PBE exchange, $e=-Cn^{4/3}F(s)$ with $s=B|n'|/n^{4/3}$ and $F=1+c-c/(1+\mu s^2/c)$, all constants being positive. As $n'<0$, $\partial s/\partial n'=-B/n^{4/3}$, so $g=CB\,F'(s)>0$. Two consequences follow.
\begin{itemize}
\item In the tail, $s$ grows as $n^{-1/3}$ and $F'$ falls as $s^{-3}$, so $g$ falls as $n$. The term $\partial e/\partial n$ falls as $n^{1/3}$. The exchange potential therefore decays exponentially and has no Coulomb tail.
\item At the nucleus $g$ stays finite, so $-2g/r$ drives the exchange potential to $-\infty$. The gradient term of PBE correlation raises the energy as $|n'|$ grows, so its $g$ is negative and its $-2g/r$ has the opposite sign. That exchange prevails for palladium is not derived here; it is seen numerically, in that the shifted PBE potential lies below the finite LB94 potential at the innermost grid point. This will matter for the maximum rule.
\end{itemize}

\section{The shift, by hand}

The palladium atom, $4d^{10}$, is a closed-shell sphere with a $4d$ highest level. It is treated here with nonrelativistic PBE; the ion is a spin-polarized, spherically averaged $4d^9$ configuration. Relativity, multiplet structure and the errors of PBE are left out, so $I$ below is a computed input and not a measured value:
\begin{equation}
I=-4939.4595-(-4939.7934)=0.3339\ \text{Ha}\quad(9.09\ \text{eV}).
\end{equation}
The PBE level is $\varepsilon_{\rm H}=-0.1511$ Ha ($-4.11$ eV). The sum of the unrounded values is $\Delta=0.1829$ Ha. All errors quoted in this text are measured against this computed $I$. The measured ionization energy of palladium, about $8.34$ eV, is lower by about $0.028$ Ha, which is more than either switch leaves over.

The sign of $\Delta$ has a simple origin. Remove a charge $q$ from the highest orbital. Janak's theorem states $dE/dq=-\varepsilon_{\rm H}(q)$: changing an occupation changes the energy by the orbital's eigenvalue, while the relaxation of the normalized orbitals contributes nothing at a stationary point. Hence
\begin{align}
I&=E(1)-E(0)=-\int_0^1\varepsilon_{\rm H}(q)\,dq,\\
\Delta&=I+\varepsilon_{\rm H}(0)=\int_0^1\left[\varepsilon_{\rm H}(0)-\varepsilon_{\rm H}(q)\right]dq .
\end{align}
In PBE the level sinks as charge is removed, so $\Delta>0$. At the two Gauss points $q=0.2113$ and $0.7887$ it lies at $-0.2235$ and $-0.4443$ Ha. Each point has weight $\frac12$:
\begin{equation}
I\approx\tfrac12(0.2235+0.4443)=0.3339\ \text{Ha},
\end{equation}
in agreement with the total energies.

Subtracting $\Delta$ everywhere moves every eigenvalue down by $\Delta$ and leaves the orbitals unchanged. The highest level becomes $\varepsilon_{\rm H}-\Delta=-I$. But the potential now tends to $-\Delta$ instead of zero, so an outer region with the right limit has to be attached.

\section{The LB94 tail}

With the spin density $n_\sigma$, $x_\sigma=|\nabla n_\sigma|/n_\sigma^{4/3}$ and $\beta=0.05$,
\begin{equation}
v_{\rm LB94}=v_{\rm LDA}-\frac{\beta n_\sigma^{1/3}x_\sigma^2}{1+3\beta x_\sigma\operatorname{arsinh}x_\sigma}.
\end{equation}
Take $n_\sigma=Ae^{-\kappa r}$. Then $n_\sigma^{1/3}x_\sigma=\kappa$, and $x_\sigma=\kappa A^{-1/3}e^{\kappa r/3}$ becomes large. The 1 in the denominator drops out, $\beta$ cancels, $v_{\rm LDA}$ is exponentially small, and $\operatorname{arsinh}x_\sigma\to\ln(2x_\sigma)$:
\begin{align}
v_{\rm LB94}&\to-\frac{\kappa}{3\ln(2x_\sigma)}
=-\frac{\kappa}{3\ln(2\kappa)-\ln A+\kappa r}
=-\frac{1}{r+C},\\
C&=\frac{3\ln(2\kappa)-\ln A}{\kappa}.
\end{align}
The limit is $-1/r$, but it is approached slowly, with a relative deviation of about $C/r$. For a hydrogen $1s$ spin density, $\kappa=2$ and $A=1/\pi$, so $C=(3\ln4+\ln\pi)/2=2.65$ bohr. A factor $r^p$ multiplying the exponential adds $(p/\kappa)(1-\ln r)$ to $C$ at large $r$ and leaves the limit unchanged. In the corrected palladium potentials, $r\,v_{\rm xc}$ is $-0.98$ at 150 bohr.

\section{The splice, by hand}

The potentials below belong to the PBE density. Distances are in bohr and potentials in hartree.

\begin{center}
\begin{tabular}{rrrrr}
$r$ & $v_{\rm PBE}-\Delta$ & $v_{\rm LB94}$ & $v_{\rm CS}$ & $v_{\rm GRAC}$\\
\hline
2.4 & $-0.5080$ & $-0.5545$ & $-0.5080$ & $-0.5080$\\
3.6 & $-0.3348$ & $-0.3183$ & $-0.3183$ & $-0.3348$\\
4.8 & $-0.2723$ & $-0.2130$ & $-0.2130$ & $-0.2722$\\
6.0 & $-0.2385$ & $-0.1557$ & $-0.1557$ & $-0.1693$\\
8.2 & $-0.2038$ & $-0.1014$ & $-0.1014$ & $-0.1014$
\end{tabular}
\end{center}

At $r=3.6$, PBE gives $-0.1519$, and $-0.1519-0.1829=-0.3348$. LB94 is higher, so the maximum rule takes LB94. The gradient rule still has $f\approx2\times10^{-6}$ there and keeps the shifted PBE value. At $r=6.0$ it has $f=0.84$, and
\begin{equation}
0.16(-0.2385)+0.84(-0.1557)=-0.169 .
\end{equation}

The maximum rule switches where the two curves cross. Its outermost crossing is at $3.22$ bohr. The potential is continuous there, but its slope jumps by $0.045$ Ha/bohr. There are three further crossings: one below $0.01$ bohr, too close to the nucleus for the grid to place accurately, and two at $0.73$ and $1.02$ bohr. The rule thus also selects LB94 in a small sphere around the nucleus, where the PBE potential diverges downwards, and in a shell between $0.73$ and $1.02$ bohr. With a GGA in the bulk, ``LB94 outside, GGA inside'' is therefore not a full description of the maximum rule.

The gradient rule switches where $x=40$, here at $5.83$ bohr. It does not ask whether the two curves meet. At that point LB94 lies $0.081$ Ha above the shifted PBE potential, and the spliced potential has to climb this difference smoothly. To find the width of the climb, note that $f$ rises from $0.1$ to $0.9$ while $a(x-b)$ goes from $-\ln9$ to $\ln9$, so $\delta x=2\ln9/a$. With $\gamma=|n'/n|$ one has $x=\gamma n^{-1/3}$. If $\gamma$ varies slowly, $dx/dr\approx\gamma x/3$, and at $x=b$
\begin{equation}
\delta r\approx\frac{2\ln 9/a}{\gamma b/3}=\frac{6\ln9}{ab\gamma}.
\end{equation}
This gives $0.43$ bohr; the width read from $f$ itself is $0.47$ bohr. The estimate is 9\% below the latter, almost entirely because it neglects the variation of $\gamma$: here $\gamma$ decreases outwards, so $x$ rises more slowly than assumed.

\section{How far the splice moves the level}

Keep the density, and with it the Hartree potential, frozen. Let $w=v_{\rm spliced}-(v_{\rm GGA}-\Delta)$ and switch it on as $\lambda w$ with $0\le\lambda\le1$. The Hellmann–Feynman theorem gives $d\varepsilon/d\lambda=\langle w\rangle_\lambda$, the average of $w$ in the normalized orbital at that $\lambda$. The starting value is $-I$, so
\begin{equation}
\varepsilon_{\rm H}^{\rm frozen}=-I+\int_0^1\langle w\rangle_\lambda\,d\lambda
\approx-I+\langle w\rangle_0 .
\end{equation}

For the maximum rule $w\ge0$ everywhere. By the min–max principle, adding a non-negative potential cannot lower any eigenvalue. At frozen density the highest level therefore ends at or above $-I$. For the gradient rule $w=f\,[v_{\rm LB94}-(v_{\rm GGA}-\Delta)]$, which is negative wherever LB94 is the deeper curve, as at $2.4$ bohr. No sign is guaranteed, though $f$ is only about $10^{-7}$ there.

The computed displacements are $0.0098$ Ha for the maximum rule and $0.0002$ Ha for the gradient rule. First order gives $0.0099$ and $0.0002$ Ha. Because the maximum rule has kinks, the last digit of its two values depends on the radial grid: on finer grids both fall by about $0.0001$ Ha, to $0.0097$ and $0.0098$ Ha. The size of the second can be understood by hand: a fraction $0.0020$ of the $4d$ orbital lies beyond the switching centre, where the mismatch is $0.081$ Ha, and the product is $0.00016$ Ha. For the maximum rule, a fraction $0.05$ lies beyond the last crossing, but this region explains less than half of the displacement. Between $3.22$ and $5.83$ bohr $w$ rises from zero to $0.081$ Ha, which gives at most about $0.05\times0.081=0.004$ Ha; beyond $5.83$ bohr $w<\Delta$, which adds at most $0.0020\times0.18=0.0004$ Ha. The sum is below $0.005$ Ha, against nearly $0.010$ Ha in total. The small sphere at the nucleus holds practically no $d$ weight, so the larger part comes from the shell between $0.73$ and $1.02$ bohr, where the maximum rule also selects LB94. The gradient rule disturbs the level less here because it leaves that shell alone and switches where little of the orbital is left.

\section{The method in general}

For a closed-shell atom or molecule the procedure is as follows.
\begin{enumerate}
\item Converge the neutral system with the GGA and record $\varepsilon_{\rm H}$.
\item Obtain $I$, for instance as the difference of the GGA energies of ion and neutral system, and form $\Delta=I+\varepsilon_{\rm H}$. Keep $\Delta$ fixed from here on.
\item From the current density, compute $v_{\rm GGA}$, $v_{\rm LB94}$ and, for the gradient rule, $x$ and $f$.
\item Form $v_{\rm CS}$ or $v_{\rm GRAC}$, add the external and Hartree potentials, and solve for the orbitals.
\item Build the new density, mix, and repeat steps 3 and 4 until the potential reproduces itself.
\item Report $\varepsilon_{\rm H}+I$ as a measure of what the splice has left over.
\end{enumerate}

The maximum rule needs $\Delta>0$. Far out, $v_{\rm GGA}-\Delta\to-\Delta$ while $v_{\rm LB94}\to0$ from below. If $\Delta>0$, LB94 is eventually the higher curve and supplies the tail. If $\Delta<0$, the constant $-\Delta$ wins and the Coulomb tail is never reached. The gradient rule would still reach LB94, since its switch depends only on the density.

For palladium the self-consistent results, in hartree, are:

\begin{center}
\begin{tabular}{lrrr}
potential & $\varepsilon_{\rm H}$ & $\varepsilon_{\rm H}+I$ & $5s$–$4d$ gap\\
\hline
PBE & $-0.1511$ & $0.1829$ & $0.0469$\\
Casida–Salahub & $-0.3209$ & $0.0130$ & $0.0579$\\
gradient-regulated & $-0.3295$ & $0.0045$ & $0.0518$\\
LB94 everywhere & $-0.3625$ & $-0.0286$ & $0.0805$
\end{tabular}
\end{center}

In electronvolts the two spliced levels are $-8.733$ and $-8.965$, to be compared with $-I=-9.087$. Self-consistency has raised them by $0.0033$ and $0.0043$ Ha above their frozen-density values; the first becomes $0.0034$ Ha on finer grids. For the gradient rule this response of the density, which the frozen formula does not contain, is nearly the whole remaining error. The gradient rule also changes the PBE gap less. One atom does not establish a general ranking of the two switches.

\section{No energy belongs to the spliced potential}

If a potential is the derivative of an energy functional, its response is a second derivative and must be symmetric. Take two density changes $\eta_1,\eta_2$ and let $R_{12}$ be the integral of $\eta_2$ times the change of $v$ caused by $\eta_1$. For a spherical potential that depends on $n$ and $n'$ at the same point,
\begin{equation}
R_{12}-R_{21}=\int4\pi r^2\,\frac{\partial v}{\partial n'}\left(\eta_2\eta_1'-\eta_1\eta_2'\right)dr ,
\end{equation}
because the terms with $\partial v/\partial n$ cancel. LB94 has $\partial v/\partial n'\ne0$, so suitable $\eta_1,\eta_2$ make the difference nonzero. The GGA potential also contains $n''$, and those terms restore the symmetry.

For two density changes in palladium localized near $2.0$ and $2.5$ bohr, the asymmetry relative to the mean of $R_{12}$ and $R_{21}$ is zero to numerical noise ($10^{-7}$ or less) for PBE and $5.8$ for LB94. At these radii both switches select the GGA, so the number $5.8$ describes LB94 itself and not the spliced potentials. A value above 2 means that $R_{12}$ and $R_{21}$ have opposite signs.

In the region where the maximum rule selects LB94, the spliced potential inherits this asymmetry; the gradient rule does so where $f$ is practically 1. The corrected potential thus supplies orbitals and eigenvalues. Total energies, such as those that define $I$, have to come from the GGA functional.

\section{What the tail changes}

A potential ending in $-1/r$ binds infinitely many levels: a state spread over a large distance $L$ costs kinetic energy of order $1/L^2$ and gains potential energy of order $1/L$. In a box of 200 bohr, both spliced potentials hold 11 empty bound $p$ levels, whereas PBE holds one.

The levels can be written as
\begin{equation}
\varepsilon_n=-\frac{1}{2(n-\delta_n)^2},
\end{equation}
which defines the quantum defect $\delta_n$. For $6p$, $7p$ and $8p$ it is $2.66$, $2.57$, $2.54$ with the maximum rule and $2.72$, $2.62$, $2.59$ with the gradient rule. The defect is not constant, but its steps shrink. A line in the energy drawn through $6p$ and $7p$ predicts $2.53$ and $2.58$ for $8p$, closer than carrying over the $7p$ value.

The numerical check asserts the PBE functional derivative, the Janak integral, the LB94 tail, and the displacement formula, each by two routes, and confirms the min–max ordering for the occupied levels.

\section*{Computed results}
\begin{verbatim}
Pd atom, Z = 46; radial nodes 257; box 200 bohr
largest hydrogen p defect on grid, n=4..7: 1.2e-08
E(Pd)  PBE = -4939.7934 Ha
E(Pd+) PBE = -4939.4595 Ha
I from energies = 0.3339 Ha = 9.087 eV
I from Janak integral = 0.3339 Ha
4d level PBE, q=0: -0.1511 Ha = -4.111 eV
4d minority level, q=0.2113: -0.2235 Ha
4d minority level, q=0.7887: -0.4443 Ha
Delta = 0.1829 Ha = 4.976 eV
LB94 offset C, hydrogen 1s density = 2.6518 bohr
dExc: difference -2.203733, potential -2.203733 Ha
kernel asymmetry: PBE 1.7e-07, LB94 5.797
Potentials at PBE density (Ha), r in bohr:
r | PBE | PBE-Delta | LB94 | CS | GRAC | f
1.3 | -0.8936 | -1.0765 | -1.1738 | -1.0765 | -1.0765 | 1.4e-08
2.4 | -0.3251 | -0.5080 | -0.5545 | -0.5080 | -0.5080 | 1.1e-07
3.6 | -0.1519 | -0.3348 | -0.3183 | -0.3183 | -0.3348 | 2.3e-06
4.8 | -0.0894 | -0.2723 | -0.2130 | -0.2130 | -0.2722 | 4.7e-04
6.0 | -0.0556 | -0.2385 | -0.1557 | -0.1557 | -0.1693 | 8.4e-01
8.2 | -0.0209 | -0.2038 | -0.1014 | -0.1014 | -0.1014 | 1.0e+00
14.0 | -0.0016 | -0.1845 | -0.0539 | -0.0539 | -0.0539 | 1.0e+00
CS crossings (bohr): 0.0057, 0.7343, 1.0162, 3.2155
CS slope jump at last crossing = 0.0446 Ha/bohr
4d weight beyond last crossing = 0.05
GRAC centre x=40 at r = 5.832 bohr
GRAC 10-90% width = 0.473, law 0.430 bohr
LB94-(PBE-Delta) at centre = 0.0805 Ha
4d weight beyond GRAC centre = 0.0020
CS frozen: HOMO -0.3242, leak 0.0098, first order 0.0099 Ha
GRAC frozen: HOMO -0.3338, leak 0.0002, first order 0.0002 Ha
PBE SCF: HOMO -0.1511 Ha = -4.111 eV; HOMO+I 0.1829 Ha
CS SCF: HOMO -0.3209 Ha = -8.733 eV; HOMO+I 0.0130 Ha
GRAC SCF: HOMO -0.3295 Ha = -8.965 eV; HOMO+I 0.0045 Ha
LB94 SCF: HOMO -0.3625 Ha = -9.864 eV; HOMO+I -0.0286 Ha
PBE SCF: 5s-4d gap 0.0469 Ha; empty bound p levels in box 1
CS SCF: 5s-4d gap 0.0579 Ha; empty bound p levels in box 11
GRAC SCF: 5s-4d gap 0.0518 Ha; empty bound p levels in box 11
LB94 SCF: 5s-4d gap 0.0805 Ha; empty bound p levels in box 11
CS quantum defects 6p,7p,8p: 2.660, 2.567, 2.536; 8p from linear law 2.525
GRAC quantum defects 6p,7p,8p: 2.716, 2.618, 2.586; 8p from linear law 2.575
LB94 quantum defects 6p,7p,8p: 2.699, 2.611, 2.580; 8p from linear law 2.572
CS SCF: r*vxc at 150 bohr = -0.9769
GRAC SCF: r*vxc at 150 bohr = -0.9781
PBE: r*vxc at 14 bohr = -0.0222
\end{verbatim}
